# The Heine–Hubbard hybridized Hamiltonian from KKR, derived in two ways

## Result

Take a crystal with one atom per cell of volume $\Omega$, in Hartree units, with $E=\kappa^2/2$ measured from the muffin-tin zero, $\mathbf q=\mathbf k+\mathbf K$ and $\varepsilon_q=q^2/2$. The atoms are non-overlapping spherical scatterers with phase shifts $\eta_l$ that vanish for $l>2$. Define $s_l(E)=\kappa^{2l+1}\cot\eta_l$, real solid harmonics $\mathcal Y_L(\mathbf v)=v^lY_L(\hat{\mathbf v})$, and
$$u_L(\mathbf q)=\frac{4\pi}{\sqrt{2\Omega}}\,i^l\,\mathcal Y_L(\mathbf q).$$
A d resonance means here that $s_2$ falls through a simple zero at $E_d=\kappa_d^2/2$, so that $\eta_2$ rises through $\pi/2$ modulo $\pi$; a zero with rising $s_2$, as for a hard sphere, is excluded. Its slope defines $c^2=-1/\dot s_2(E_d)$, a dot meaning $d/dE$, and the width $\Gamma=2\kappa_d^5c^2$. For a set $S$ of low plane waves the model Hamiltonian, called L0 below, is
$$H_{qq'}=\varepsilon_q\delta_{qq'}-\sum_{l\le1}\frac{u_L^*(\mathbf q)u_L(\mathbf q')}{s_l(E_d)},\qquad H_{mq}=-2\pi\sqrt{\frac{\Gamma}{\Omega\kappa_d^5}}\;\mathcal Y_{2m}(\mathbf q),$$
$$H_{mm'}=E_d\,\delta_{mm'}+\frac{\Gamma}{2\kappa_d^5}\,B^S_{mm'}(\mathbf k,E_d),$$
where $B^S$ is a pure lattice quantity, the KKR structure constants with the free-electron poles of $S$ removed. L0 approximates an energy-dependent Hermitian matrix $H(E)$ whose self-consistent eigenvalues are the KKR roots. The energy $E_d$ and the width $\Gamma$ fix $H_{mq}$, up to a phase, at $\varepsilon_q=E_d$; elsewhere its form is a choice, which the d block compensates exactly in $H(E)$ but in a frozen model only at $E=E_d$.

## First derivation: structure constants and a bordered determinant

### The KKR equation

The Bloch Green function of $\nabla^2+\kappa^2$ and the standing-wave Green function of free space are
$$G_{\mathbf k}=-\frac1\Omega\sum_{\mathbf q}\frac{e^{i\mathbf q\cdot(\mathbf r-\mathbf r')}}{q^2-\kappa^2},\qquad G_{\rm st}=-\frac{\cos\kappa\rho}{4\pi\rho}=\kappa\sum_Lj_l(\kappa r_<)n_l(\kappa r_>)Y_L(\hat{\mathbf r})Y_L(\hat{\mathbf r}'),$$
with $\boldsymbol\rho=\mathbf r-\mathbf r'$ and $n_0(x)=-\cos x/x$. Both have the same singularity at $\rho=0$, so for $r+r'$ below the nearest-neighbour distance their difference is a regular free solution in each argument, which defines the Hermitian matrix $A$:
$$G_{\mathbf k}-G_{\rm st}=\sum_{LL'}A_{LL'}\,j_l(\kappa r)Y_L(\hat{\mathbf r})\,j_{l'}(\kappa r')Y_{L'}(\hat{\mathbf r}').\tag{1}$$
The coefficient of $j_{l'}Y_{L'}(\hat{\mathbf r}')$ in $G_{\mathbf k}$ is a Bloch function $\Phi_{L'}(\mathbf r)$, free away from the sites and equal to $\kappa n_{l'}Y_{L'}+\sum_LA_{LL'}j_lY_L$ near the origin. A Bloch eigenfunction equals $\sum b_L\Phi_L$ between the spheres. To see this, choose $b_L$ to match its $n_l$ coefficients at the sphere; the difference continues into each sphere as a regular free wave, and a regular free Bloch wave vanishes unless $E=\varepsilon_q$. In channel $L$ the function $\kappa b_Ln_l+(Ab)_Lj_l$ must be proportional to $j_l\cot\eta_l-n_l$, so $(Ab)_L=-\kappa\cot\eta_l\,b_L$, and $b_L=0$ for $l>2$. Multiplying row $L$ by $\kappa^l$ and column $L'$ by $\kappa^{l'}$ gives
$$\det N=0,\qquad N_{LL'}=s_l\,\delta_{LL'}+\kappa^{l+l'}A_{LL'},\qquad l,l'\le2.$$

### A separable form of the structure constants

The plane-wave expansion gives $j_l(\kappa r)Y_L(\hat{\mathbf r})=(4\pi i^l)^{-1}\int d\Omega_p\,e^{i\mathbf p\cdot\mathbf r}Y_L(\hat{\mathbf p})$ with $p=\kappa$. Since $\mathcal Y_L$ is a homogeneous polynomial, $\mathcal Y_L(\nabla)e^{i\mathbf p\cdot\mathbf r}=i^l\mathcal Y_L(\mathbf p)e^{i\mathbf p\cdot\mathbf r}$, and orthonormality yields $\mathcal Y_L(\nabla)[j_{l'}Y_{L'}]_{r=0}=\kappa^l\delta_{LL'}/4\pi$. Applied to both arguments of (1),
$$\kappa^{l+l'}A_{LL'}=(4\pi)^2\,\mathcal Y_L(\nabla)\mathcal Y_{L'}(\nabla')\,[G_{\mathbf k}-G_{\rm st}]_{\mathbf r=\mathbf r'=0}.$$
With $x=q^2-\kappa^2$ and a parameter $\eta>0$, split $1/x=e^{-x/\eta}/x+\int_0^{1/\eta}e^{-\tau x}d\tau$ in both Green functions, $G_{\rm st}$ being the principal-value transform of $-1/x$. Three pieces result.

The first part of $G_{\mathbf k}$ stays a sum over $\mathbf q$. The operators give $i^l\mathcal Y_L(-i)^{l'}\mathcal Y_{L'}$, and with $x=2(\varepsilon_q-E)$ the factor $(4\pi)^2/2\Omega$ is that of $u_Lu_{L'}^*$.

The second part has the transform $g(\rho)=-\int_0^{1/\eta}d\tau\,e^{\tau\kappa^2}(4\pi\tau)^{-3/2}e^{-\rho^2/4\tau}$, and Poisson summation turns it into $\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}g(\boldsymbol\rho-\mathbf R)$. The term $\mathbf R=0$ cancels against the same part of $G_{\rm st}$. The others give $t_{LL'}(\mathbf R)=(4\pi)^2\mathcal Y_L(\nabla)\mathcal Y_{L'}(-\nabla)g$ at $\boldsymbol\rho=-\mathbf R$.

The first part of $-G_{\rm st}$ is $+P\!\int d^3q\,(2\pi)^{-3}e^{i\mathbf q\cdot\boldsymbol\rho}e^{-x/\eta}/x$. The angular integral makes it diagonal, with $(4\pi)^2/(2\pi)^3=2/\pi$. Altogether
$$\kappa^{l+l'}A_{LL'}=-\sum_{\mathbf q}\frac{u_Lu_{L'}^*\,e^{-2(\varepsilon_q-E)/\eta}}{\varepsilon_q-E}+\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}t_{LL'}+I_l\delta_{LL'},\tag{2}$$
$$I_l=\frac2\pi e^{\kappa^2/\eta}J_{l+1},\qquad J_n=P\!\!\int_0^\infty\frac{q^{2n}e^{-q^2/\eta}}{q^2-\kappa^2}dq .$$
Writing $q^2=(q^2-\kappa^2)+\kappa^2$ gives $J_{n+1}=\int_0^\infty q^{2n}e^{-q^2/\eta}dq+\kappa^2J_n$. Partial fractions and $P\!\int_{-\infty}^\infty e^{-y^2}(z-y)^{-1}dy=2\sqrt\pi F(z)$, with $F$ the Dawson function, give $J_0=-\sqrt\pi F(\kappa/\sqrt\eta)/\kappa$.

### Removing the poles of $S$

The last two terms of (2) are smooth in $E$, so the poles of $\kappa^{l+l'}A$ sit at $E=\varepsilon_q$ in the form $-uu^\dagger/(\varepsilon_q-E)$. Define
$$B^S=\kappa^{l+l'}A+\sum_{\mathbf q\in S}\frac{u(\mathbf q)u(\mathbf q)^\dagger}{\varepsilon_q-E}.\tag{3}$$
Neither term on the right depends on $\eta$. In (2) a wave of $S$ now carries the weight $(1-e^{-2(\varepsilon_q-E)/\eta})/(\varepsilon_q-E)$, which tends to $2/\eta$ on the shell, so $B^S$ has no pole below the first $\varepsilon_q$ outside $S$. Let $u$ be the $9\times|S|$ matrix $u_L(\mathbf q)$ and $\varepsilon$ the diagonal matrix of the $\varepsilon_q$. For blocks with $P$ invertible, $\det\begin{pmatrix}P&Q^\dagger\\Q&T\end{pmatrix}=\det P\,\det(T-QP^{-1}Q^\dagger)$, hence
$$\det\begin{pmatrix}\varepsilon-E&u^\dagger\\u&s+B^S\end{pmatrix}=\prod_{S}(\varepsilon_q-E)\,\det N.\tag{4}$$
For $E\neq\varepsilon_q$ the bordered determinant vanishes at the KKR roots and nowhere else.

### Folding and freezing

Multiply the five d rows and columns of (4) by $c$, which leaves the roots in place. Call the s and p channels $n$ and assume $D=s_n+B_{nn}$ invertible in the window, which is the meaning of non-resonant here. The same determinant identity, with $D$ as the eliminated block, leaves $\det[H(E)-E]=0$ on $S\oplus d$:
$$H_{pp}=\varepsilon-u_n^\dagger D^{-1}u_n,\qquad H_{dp}=c\,(u_d-B_{dn}D^{-1}u_n),$$
$$H_{dd}=E+c^2\,(s_2+B_{dd}-B_{dn}D^{-1}B_{nd}).\tag{5}$$
Three approximations lead from (5) to L0. By the definition of $c^2$, $c^2s_2=E_d-E+O((E-E_d)^2)$, so $E+c^2s_2\to E_d$. In terms of the width this is $\tan\eta_2=\tfrac12\Gamma(E)/(E_d-E)$ with $\Gamma(E)=2\kappa^5c^2=\Gamma(\kappa/\kappa_d)^5$. Next, $D^{-1}=s_n^{-1}-s_n^{-1}B_{nn}s_n^{-1}+\dots$ with $s_n^{-1}\propto\tan\eta_n$; L0 keeps $s_n^{-1}$ in $H_{pp}$ and drops terms of order $\tan^2\eta_n$, $c\tan\eta_n$ and $c^2\tan\eta_n$ in the three blocks. Last, the remaining functions of $E$ are taken at $E_d$. The hybridization is $cu_m=-(4\pi c/\sqrt{2\Omega})\mathcal Y_{2m}$ because $i^2=-1$, and $c=(\Gamma/2\kappa_d^5)^{1/2}$ turns the prefactor into $2\pi(\Gamma/\Omega\kappa_d^5)^{1/2}$.

## Second derivation: a localized level coupled to plane waves

Each scatterer is replaced by an auxiliary system with the same phase shifts, and the crystal of auxiliary systems is written directly in plane waves. No structure constant is needed to reach the secular matrix.

Give each site an amplitude $a_L$ for each $L$ with $l\le2$, coupled to the wave function $\psi$ on a shell of radius $R_s$ that encloses the potential and does not overlap its neighbours:
$$-\tfrac12(\nabla^2+\kappa^2)\psi+\sum_L\lambda_l\,a_LY_L\frac{\delta(r-R_s)}{R_s^2}=0,\qquad \Delta_l\,a_L+\lambda_l\!\int\! d\Omega\,Y_L\,\psi(R_s\hat{\mathbf r})=0 .$$
Here $\Delta_l$ stands for level energy minus $E$, and $\lambda_l=\kappa^l/(\sqrt2\,j)$ with $j=j_l(\kappa R_s)\ne0$ and $n=n_l(\kappa R_s)$. Near one site the first equation reads $(\nabla^2+\kappa^2)\psi=2\times$source, and integrating the source against $G_{\rm st}$ gives the radial function of channel $L$,
$$\varphi_L(r)=\gamma_Lj_l(\kappa r)+2\lambda_la_L\kappa\,j_l(\kappa r_<)n_l(\kappa r_>),$$
where $r_<,r_>$ are the smaller and larger of $r,R_s$ and $\gamma_L$ is the regular wave arriving from elsewhere. The second equation becomes $\Delta_la_L+\lambda_l\gamma_Lj+2\lambda_l^2a_L\kappa jn=0$. With $2\lambda_l^2=\kappa^{2l}/j^2$ it gives $\gamma_L=-a_L(\Delta_l+\kappa^{2l+1}n/j)/(\lambda_lj)$. Outside the shell $\varphi_L=-2\lambda_la_L\kappa j\,[\,j_l\cot\eta_l-n_l\,]$ with $\cot\eta_l=-\gamma_L/(2\lambda_la_L\kappa j)$, and since $2\lambda_l^2\kappa j^2=\kappa^{2l+1}$,
$$s_l=\Delta_l+\kappa^{2l+1}\,n/j .$$
Choosing $\Delta_l=s_l-\kappa^{2l+1}n/j$ reproduces the true phase shifts for $l\le2$, and channels with $l>2$ pass the shell untouched. A solution between the shells then has the true logarithmic derivative in every channel at $R_s$, so it continues inward in the real potential as well as in the auxiliary system. The two crystals have the same bands.

Now write $\psi=\Omega^{-1/2}\sum_{\mathbf q}\alpha_qe^{i\mathbf q\cdot\mathbf r}$. The transform of the shell source is $\Omega^{-1/2}\lambda_l\,4\pi(-i)^lj_l(qR_s)Y_L(\hat{\mathbf q})=u_L^*f_l$, with
$$f_l(q,E)=\Big(\frac\kappa q\Big)^l\frac{j_l(qR_s)}{j_l(\kappa R_s)},\qquad f_l=1\ \text{ at } q=\kappa .$$
The two equations become a Hermitian system over all $\mathbf q$ and the nine levels,
$$(\varepsilon_q-E)\alpha_q+\sum_Lu_L^*f_l\,a_L=0,\qquad\sum_{\mathbf q}u_Lf_l\,\alpha_q+\Delta_la_L=0 .$$
This already has hybridized form. Eliminating $a_L$ for s and p gives the pseudopotential $-\sum_nu_L^*f_l\,u_Lf_l'/\Delta_l$ of the KKR–Ziman equation, and scaling the d amplitudes by $c$ gives a diagonal d block with hybridization $cu_mf_2$. To reach a small basis, solve the first equation for every $\alpha_q$ and insert it in the second:
$$N'_{LL'}=\Delta_l\delta_{LL'}-\sum_{\mathbf q}\frac{u_Lu_{L'}^*f_lf_{l'}}{\varepsilon_q-E}.$$
The numerator falls as $q^{-2}$, the denominator grows as $q^2$ and the waves number $q^2dq$, so the sum converges with a tail of order $1/q_{\max}$. For $\mathbf q\in S$ write $f_lf_{l'}=1+(f_lf_{l'}-1)$. Then $N'=s+\tilde B^S-\sum_Suu^\dagger/(\varepsilon_q-E)$, with
$$\tilde B^S_{LL'}=-\kappa^{2l+1}\frac nj\delta_{LL'}-\sum_{\mathbf q\notin S}\frac{u_Lu^*_{L'}f_lf_{l'}}{\varepsilon_q-E}-\sum_{\mathbf q\in S}\frac{u_Lu_{L'}^*(f_lf_{l'}-1)}{\varepsilon_q-E}.$$
The last sum is finite on the shell because $f_lf_{l'}-1$ vanishes there. Restoring the amplitudes $\alpha_q$ of $S$ gives the bordered matrix of (4) with $\tilde B^S$ in place of $B^S$.

The two remainders are equal. Project (1) on $Y_L(\hat{\mathbf r})Y_{L'}(\hat{\mathbf r}')$ at $r=r'=R_s$ and multiply by $\kappa^{l+l'}/(j_lj_{l'})$. The right side gives $\kappa^{l+l'}A_{LL'}$. On the left $G_{\mathbf k}$ gives $-\sum uu^\dagger ff'/(\varepsilon_q-E)$ and $-G_{\rm st}$ gives $-\kappa^{2l+1}(n/j)\delta_{LL'}$. Thus $N'=N$ and $\tilde B^S=B^S$, independent of $R_s$, and (5) and L0 follow as before.

## What each derivation assumes

Both need non-overlapping spherical scatterers and the cutoff $l\le2$, and both use the same three approximations after (5). The first takes the multiple-scattering ansatz and the double expansion (1), introduces a parameter $\eta$ with no relation to the atom, and gives $B^S$ as sums with Gaussian convergence. It offers no physical d orbital: the five extra rows enter as a determinant identity. The second needs a radius between the range of the potential and the touching radius, and $j_l(\kappa R_s)\neq0$. It uses the principle that bands depend on the scatterer through its phase shifts, it gives the extra rows a meaning as level amplitudes, and its sum for $B^S$ converges slowly. Its wave function is the true one between the shells but not inside them, and the d weights of the model are weights of the five d rows in the small basis $S\oplus d$, not d charges of the crystal.

Together they show the freedom of the hybridization. Three form factors have appeared, $f=1$ in (3), $f_l$ of the shell, and $e^{-(\varepsilon_q-E)/\eta}$ in (2). Each equals 1 at $\varepsilon_q=E$, as it must when the d rows are scaled by the constant $c$, since the pole term of $A$ is fixed, and each comes with its own d block. The on-shell value obeys the golden rule for one level in the volume $\Omega$: with $\sum_{\mathbf q}\to\Omega\int d^3q/(2\pi)^3$ and $\int q^2\delta(q^2/2-E_d)dq=\kappa_d$,
$$2\pi\sum_{\mathbf q}|H_{mq}|^2\delta(\varepsilon_q-E_d)=2\pi\frac{\Omega\kappa_d}{8\pi^3}\cdot\frac{4\pi^2\Gamma}{\Omega\kappa_d^5}\,\kappa_d^4=\Gamma .$$

## Tight-binding form of the d block

For a d resonance alone, bordering (2) with all $\mathbf q$ gives hybridization $cu_me^{-(\varepsilon_q-E)/\eta}$ and the d block $E_d+c^2I_2+c^2\sum e^{i\mathbf k\cdot\mathbf R}t(\mathbf R)$, with hoppings cut off as $e^{-\eta R^2/4}$. For one isolated level the real self-energy from this coupling is $-c^2(2/\pi)P\!\int q^6e^{-x/\eta}x^{-1}dq=-c^2I_2$, so the on-site shift cancels and the resonance stays at $E_d$.

At $E=0$ and then $\eta\to0$, the plane waves with $q\ne0$ decouple, $I_2\to0$ and $g\to-1/4\pi\rho$, so $t=-4\pi\mathcal Y_m(\nabla)\mathcal Y_{m'}(\nabla)\rho^{-1}$. Near the $z$ axis an axially symmetric harmonic function is $\phi_0-\rho_\perp^2\phi_0''/4+\rho_\perp^4\phi_0''''/64-\dots$, and $\phi_0=1/|z|$ has $\phi_0''''=24/R^5$. Thus $\partial_z^4$, $\partial_x^2\partial_z^2$ and $\partial_x^2\partial_y^2$ give $24$, $-12$ and $3$ times $R^{-5}$. For $\sigma$, $\mathcal Y=(5/16\pi)^{1/2}(3\partial_z^2-\nabla^2)$ and $t=-4\pi(45/16\pi)24=-270$. For $\pi$ and $\delta$, $\mathcal Y^2=(15/4\pi)\partial_x^2\partial_z^2$ and $(15/4\pi)\partial_x^2\partial_y^2$ give $+180$ and $-45$. The hoppings are $(-270,180,-45)c^2/R^5$, so in this limit the unhybridized d bandwidth scales as $\Gamma/(\kappa_dR)^5$.

## Size of the freezing error

Take a pure resonance, $c^2s_2=E_d-E$ with no s or p scattering, and $f=1$. Then $H(E)-H(E_d)=c^2[B^S(E)-B^S(E_d)]$ acts in the d block, and first-order perturbation theory gives
$$E-E_{\rm L0}\simeq c^2\langle\psi_d|B^S(E)-B^S(E_d)|\psi_d\rangle,\tag{6}$$
where $\psi_d$ is the d part of the eigenvector and $w=\langle\psi_d|\psi_d\rangle$. As $\Gamma\to0$ at fixed $\mathbf k$, a d-like state has $w\approx1$ and $E-E_d=O(\Gamma)$, so the error is $O(\Gamma^2)$. A plane-wave-like state has d amplitude $cu/(\varepsilon_q-E_d)$, so $w=O(\Gamma)$ while $E-E_d$ stays finite, again $O(\Gamma^2)$. At a crossing $\varepsilon_q=E_d$ two states split to $E_d\pm c|u|$ with $w\approx\tfrac12$, which gives $O(\Gamma^{3/2})$.

Keeping the linear term, $H(E)\approx H(E_d)+(E-E_d)\dot H$, gives the model L1, $(H-E_d\dot H)\psi=E(1-\dot H)\psi$, usable while $1-\dot H$ is positive definite. Its remainder $\tfrac12c^2\ddot B^S(E-E_d)^2$ is $O(\Gamma^3)$ for d-like states.

As $\Gamma\to0$, freezing the Gaussian form factor is worse for plane-wave-like states; at finite width the comparison depends on $\eta$. The leading shift of such a state is $-c^2|u|^2f^2/(E_d-\varepsilon_q)$, where the true $f$ is 1 at $E\approx\varepsilon_q$ and the frozen one is $e^{-(\varepsilon_q-E_d)/\eta}$, an error of first order in $\Gamma$. Enlarging $S$ does not make L0 converge either: by (3) each added wave adds the positive matrix $uu^\dagger/(\varepsilon_q-E)^2$ to $\dot B^S$, and this does not fall with $q$ because $|u_d|^2\propto q^4$.

## Worked example

The model is an fcc lattice with $a=3.70$ Å, $\Omega=12.663$ Å$^3$ and neighbour distance $2.6163$ Å. Each site carries wells $U_l(1-r^2/R_0^2)^2$ acting on $l=0,1,2$ separately, with $R_0=1.00$ Å, $U_s=5$ eV and $U_p=-10$ eV. Requiring $s_2(E_d)=0$ at $E_d=6$ eV ($0.2205$ Ha, $\kappa_d=1.2549$ Å$^{-1}$) gives, for the shallowest attractive well that meets it, $U_d=-258.1$ eV. The radial equation was solved by its power series in $r^2$, and a central difference of $s_2$ gives $c^2=0.14645$ eV Å$^5$. Then $\Gamma=2\times1.2549^5\times0.14645=2\times3.112\times0.14645=0.912$ eV ($0.0335$ Ha). At $E_d$, $\eta_0=-0.0946$ and $\eta_1=0.0138$ rad.

At $\mathbf k=(2\pi/a)(0.6,0.3,0.1)$ the free energies are $5.054$, $16.041$ and $20.436$ eV, and $S$ holds the first two. Formulas in atomic units acquire the factor $\hbar^2/m=2E_d/\kappa_d^2$, and $\Omega\kappa_d^3=12.663\times1.9762=25.02$. With $\sum_mY_{lm}^2=(2l+1)/4\pi$,
$$\sum_m|H_{mq}|^2=\frac{10\pi\Gamma E_d}{\Omega\kappa_d^3}\Big(\frac{\varepsilon_q}{E_d}\Big)^2,\qquad\Big(\frac{31.416\times0.9116\times6}{25.02}\Big)^{1/2}=2.620\ \text{eV},$$
so the hybridization norms are $2.620\times5.054/6=2.207$ eV and $2.620\times16.041/6=7.005$ eV. The first diagonal element is shifted by $-4\pi E_d\tan\eta_0/\Omega\kappa_d^3=+0.286$ eV and $-12\pi\varepsilon_q\tan\eta_1/\Omega\kappa_d^3=-0.105$ eV, to $5.235$ eV. With $B^S$ from (2) and (3) at $\eta=2.5$ Å$^{-2}$, the $\tau$ integral done by Gauss–Legendre quadrature, $H_{dd}$ has eigenvalues $5.277$, $6.889$, $7.525$, $8.369$ and $9.692$ eV.

The roots of (5) were found by bracketing $\lambda_n(E)-E$, with $\lambda_n$ the eigenvalues of $H(E)$. The Schrödinger equation of the crystal was also solved in 8419 plane waves, by radial quadrature and Lanczos iteration on the inverse Hamiltonian. Its six lowest levels differ from the roots by less than $10^{-6}$ eV. This reference belongs to the model potential in a finite basis and has no self-consistency, spin–orbit coupling or scattering for $l>2$. Energies are in eV. The L1 column linearizes the full $H(E)$ of (5), so it differs from L0 both by the linear term and by keeping the s and p terms that L0 drops.

| level | KKR | L0 | L1 | $w$ (L0) |
|---|---|---|---|---|
| 1 | 3.668 | 3.838 | 3.745 | 0.34 |
| 2 | 4.796 | 4.897 | 4.838 | 0.74 |
| 3 | 5.629 | 5.656 | 5.635 | 0.88 |
| 4 | 7.077 | 6.998 | 7.125 | 0.98 |
| 5 | 8.137 | 7.810 | 8.309 | 0.98 |
| 6 | 9.733 | 9.269 | 10.183 | 0.80 |

L0 pulls all six levels toward $E_d$. For positive $\dot B^S$ this is the sign that (6) gives, and four of the five eigenvalues of $c^2\dot B^S_{dd}$ are positive, from $0.107$ to $0.274$, the fifth being $-0.121$. At most the sign carries over, for (6) is first order and omits the s and p terms and the curvature of $s_2$: evaluated with the L0 eigenvectors it gives $-0.044$ eV of the shift $E-E_{\rm L0}=-0.170$ eV of level 1, is close for level 2 only because the omitted terms there largely cancel (about $-0.03$ eV from the curvature of $s_2$ against $+0.05$ eV from s and p), and is 40 to 60% too large for levels 4 to 6. Level 3 is an exception even in sign: there (6) gives a small shift of the opposite sign, and the pull toward $E_d$ comes from the s and p terms that L0 drops. The largest error is $0.464$ eV, 7.7% of the $6.065$ eV spread of the KKR levels.

L1 cuts the error of levels 1 to 5 by factors between 1.6 and 4.4, but its largest error, $0.450$ eV at level 6, is hardly smaller. That level lies $3.7$ eV above $E_d$, and the neglected term is quadratic. The curvature of $s_2$ has the right sign: $c^2s_2=1.429$ and $-1.569$ eV at $E-E_d=\mp1.5$ eV, below the straight line by $0.07$ eV on both sides, or $0.031\,(E-E_d)^2$ per eV. For level 4 a first-order estimate of how far this lowers the true root is $0.98\times0.031\times1.077^2=0.035$ eV, against an L1 error of $0.048$ eV.

For the pure resonance with the same $c^2$ the largest L0 error is $0.88$, $0.88$, $0.91$ and about $2.4$ eV for $|S|=1,2,4,27$; the 27th and 28th waves are degenerate at this $\mathbf k$, so the last set involves a choice. The error at $|S|=2$ exceeds the $0.464$ eV found for the real wells. Halving a small $c^2$ at $\mathbf k=(2\pi/a)(0.3,0.2,0.1)$ and taking $\log_2$ of the error ratio gives exponents $2.00$ and $1.99$ for d-like and plane-wave-like states in L0, $2.99$ for d-like states in L1 and $0.99$ for the frozen Gaussian form. With $|\mathbf k|=\kappa_d$ the crossing exponent is $1.53$.

The limiting hoppings at $2.6163$ Å follow from $R^5=122.6$ Å$^5$: $-270\times0.14645/122.6=-0.323$ eV, then $0.215$ and $-0.054$ eV. At $E_d$ with $\eta=2.5$ Å$^{-2}$ the on-site shift is $c^2I_2=1.728$ eV and the screened hoppings are $-0.323$, $0.114$ and $-0.011$ eV. The screened set is not a multiple of the limiting one. The closeness of the two $\sigma$ values is an accident of this $\eta$, since the screened hoppings depend on $\eta$ and vanish as $\eta\to\infty$. At the second neighbour, $3.70$ Å, the screened $\sigma$ hopping is $-0.0072$ eV, a ratio of $0.022$ where $R^{-5}$ would give $2^{-5/2}=0.177$.

All numerical values are calculated from the stated model.
